# Sidewall angles and the 45° mirror in off-cut silicon

## Problem

A silicon wafer is sawn so that its surface is tilted by $\delta=9.74^\circ$ from (100). The tilt is a rotation about a ⟨110⟩ direction lying in the (100) plane. A long mask opening of width $W=200\ \mu\text{m}$ runs along the same ⟨110⟩ direction. An anisotropic wet etchant, for which {111} is by far the slowest plane, cuts a groove through the opening until the two sidewalls meet.

(a) Which {111} planes form the sidewalls?

(b) What angle does each sidewall make with the wafer surface?

(c) Which wall can serve as a 45° mirror, and where does each wall send a beam that travels in the groove parallel to the surface and perpendicular to the groove axis?

(d) How deep is the groove, and how long is each wall?

(e) What does a small but finite etch rate of {111} change?

The crystal is taken as perfect and cubic. A wall angle means the angle between the facet and the wafer surface, measured inside the groove. The name (100) covers all equivalent cube faces; the one used here has the normal $[001]$.

## Hints

1. A plane contains a direction when its normal is perpendicular to that direction. Test the four {111} normals against the groove axis.

2. Sawing the wafer differently does not turn the crystal planes. It turns the surface from which the angles are measured.

3. Write the wafer normal and both facet normals in the plane perpendicular to the groove axis. The problem then has two dimensions.

4. A mirror reverses the component of the beam direction along the mirror normal and keeps the rest.

5. The horizontal widths of the two walls must add up to the opening.

6. For part (e), follow the width of the flat floor while the floor sinks and the walls retreat.

## Solution

### (a) The planes that contain the groove axis

Let the groove axis be the unit vector

$$\mathbf a=\frac{1}{\sqrt2}[\bar1\,1\,0].$$

Each {111} plane has two opposite normals. We choose the one with a positive third component, which points out of the silicon into the groove. The four choices are $[111]$, $[\bar1\bar11]$, $[\bar111]$ and $[1\bar11]$, each divided by $\sqrt3$. Their scalar products with $\mathbf a$ are

$$\frac{-1+1}{\sqrt6}=0,\qquad \frac{1-1}{\sqrt6}=0,\qquad \frac{1+1}{\sqrt6}=\frac{2}{\sqrt6},\qquad \frac{-1-1}{\sqrt6}=-\frac{2}{\sqrt6}.$$

The first two planes, $(111)$ and $(\bar1\bar11)$, contain the axis and can run along the whole groove. They are the sidewalls. The other two cross the axis and close the groove at its ends.

### (b) The wall angles

Introduce two perpendicular unit vectors, both perpendicular to $\mathbf a$:

$$\mathbf z=[001],\qquad \mathbf u=\frac{1}{\sqrt2}[110].$$

Since $[111]=\mathbf z+\sqrt2\,\mathbf u$, the unit normals of the sidewalls are

$$\mathbf n_1=\frac{1}{\sqrt3}\mathbf z+\sqrt{\tfrac23}\,\mathbf u,\qquad
\mathbf n_2=\frac{1}{\sqrt3}\mathbf z-\sqrt{\tfrac23}\,\mathbf u .$$

Define $\alpha_0$ by $\cos\alpha_0=1/\sqrt3$. Then $\sin\alpha_0=\sqrt{1-1/3}=\sqrt{2/3}$ and $\tan\alpha_0=\sqrt2$, so that $\alpha_0=54.74^\circ$. The normals become

$$\mathbf n_1=\cos\alpha_0\,\mathbf z+\sin\alpha_0\,\mathbf u,\qquad
\mathbf n_2=\cos\alpha_0\,\mathbf z-\sin\alpha_0\,\mathbf u .$$

The angle between two planes equals the angle between their normals. On an untilted wafer the surface normal is $\mathbf z$, and both walls stand at $\alpha_0$.

Now tilt the wafer normal from $\mathbf z$ towards $\mathbf u$ by $\delta$:

$$\mathbf m=\cos\delta\,\mathbf z+\sin\delta\,\mathbf u .$$

Because $\mathbf m\cdot\mathbf a=0$, the groove axis still lies in the surface. The scalar products with the facet normals are

$$\mathbf m\cdot\mathbf n_1=\cos\delta\cos\alpha_0+\sin\delta\sin\alpha_0=\cos(\alpha_0-\delta),$$

$$\mathbf m\cdot\mathbf n_2=\cos\delta\cos\alpha_0-\sin\delta\sin\alpha_0=\cos(\alpha_0+\delta).$$

The two wall angles are therefore

$$\boxed{\alpha_1=\alpha_0-\delta=54.74^\circ-9.74^\circ=45.00^\circ}$$

$$\boxed{\alpha_2=\alpha_0+\delta=54.74^\circ+9.74^\circ=64.48^\circ}$$

Their sum is $2\alpha_0=109.47^\circ$ for any tilt. The angle at the groove bottom is the third angle of the triangle formed by the walls and the surface line, $180^\circ-109.47^\circ=70.53^\circ$. It is fixed by the crystal; the tilt only leans the V to one side.

The formulas describe an open V as long as $\alpha_2<90^\circ$, which means $\delta<90^\circ-\alpha_0=35.26^\circ$. At that limit the steep wall is vertical, and beyond it the wall would overhang.

**The tilt for an exact 45° wall.** Setting $\alpha_1=45^\circ$ gives $\delta=\alpha_0-45^\circ$. With the tangent of a difference,

$$\tan\delta=\frac{\tan\alpha_0-1}{1+\tan\alpha_0}=\frac{\sqrt2-1}{\sqrt2+1}
=\frac{(\sqrt2-1)^2}{(\sqrt2+1)(\sqrt2-1)}=3-2\sqrt2 ,$$

so $\delta=9.7356^\circ$. The specified $9.74^\circ$ is this value rounded. The wall then stands at $44.9956^\circ$, which is $0.0044^\circ$ below 45°.

### (c) Identifying the mirror

The facet $(111)$, with $\alpha_1=45.00^\circ$, is the mirror. To find it on a real wafer we need to know on which side of the groove it lies. Define the direction across the groove, in the wafer surface, by

$$\mathbf e=\mathbf a\times\mathbf m .$$

Direct multiplication gives $\mathbf a\times\mathbf z=\mathbf u$ and $\mathbf a\times\mathbf u=-\mathbf z$, hence

$$\mathbf e=\cos\delta\,\mathbf u-\sin\delta\,\mathbf z .$$

The components of the facet normals along $\mathbf e$ are

$$\mathbf n_1\cdot\mathbf e=\sin\alpha_0\cos\delta-\cos\alpha_0\sin\delta=\sin\alpha_1,$$

$$\mathbf n_2\cdot\mathbf e=-\sin\alpha_0\cos\delta-\cos\alpha_0\sin\delta=-\sin\alpha_2 .$$

In the frame of the wafer,

$$\mathbf n_1=\sin\alpha_1\,\mathbf e+\cos\alpha_1\,\mathbf m,\qquad
\mathbf n_2=-\sin\alpha_2\,\mathbf e+\cos\alpha_2\,\mathbf m .$$

The wafer normal was tilted towards $\mathbf u$, which corresponds to the $+\mathbf e$ side. The normal of the mirror also leans to $+\mathbf e$, so the mirror faces the side towards which the wafer normal was tilted. The facet itself lies on the opposite, $-\mathbf e$, side of the groove. If the wafer is tilted the other way, $\delta$ changes sign and the two facets exchange roles.

**The reflected beam.** Let a beam travel along $\mathbf d=-\mathbf e$ and strike the mirror wall. Reversing its component along $\mathbf n_1$ gives

$$\mathbf r=\mathbf d-2(\mathbf d\cdot\mathbf n_1)\mathbf n_1 ,\qquad \mathbf d\cdot\mathbf n_1=-\sin\alpha_1 .$$

Therefore

$$\mathbf r=-\mathbf e+2\sin\alpha_1(\sin\alpha_1\,\mathbf e+\cos\alpha_1\,\mathbf m)
=-(1-2\sin^2\alpha_1)\,\mathbf e+2\sin\alpha_1\cos\alpha_1\,\mathbf m$$

$$\phantom{\mathbf r}=-\cos2\alpha_1\,\mathbf e+\sin2\alpha_1\,\mathbf m .$$

The source lies on the $+\mathbf e$ side. Let $\eta$ be the angle of the reflected beam from the wafer normal, positive towards the source. Then $\sin\eta=-\cos2\alpha_1$ and $\cos\eta=\sin2\alpha_1$, which are satisfied by

$$\eta=2\alpha_1-90^\circ .$$

For a beam sent against the other wall the drawing is mirrored, and the same rule holds with $\alpha_2$. The results are:

- Mirror wall: $\eta=2(44.9956^\circ)-90^\circ=-0.0088^\circ$. The beam leaves along the wafer normal to within a hundredth of a degree.
- Steep wall: $\eta=2(64.4756^\circ)-90^\circ=38.95^\circ$, leaning back towards the source.
- Either wall of an untilted wafer: $\eta=2(54.7356^\circ)-90^\circ=19.47^\circ$, also towards the source.

The last value shows what the off-cut is for. On a standard (100) wafer the beam does leave the groove, but far from the normal, so a lens or detector mounted flat above it would receive the light obliquely.

The beam needs a free path to the mirror. If a source is to sit in the groove, a wider opening can be used and the etch stopped while a floor remains between the walls. The wall angles are the same, since they follow from the planes and not from the depth.

### (d) Depth and wall lengths

Let $D$ be the depth measured perpendicular to the wafer surface. A wall of angle $\alpha$ and height $D$ covers the horizontal width $D\cot\alpha$. If the mask is not undercut, the two widths fill the opening:

$$W=D\cot\alpha_1+D\cot\alpha_2,\qquad
D=\frac{W}{\cot\alpha_1+\cot\alpha_2}.$$

With $\cot\alpha_1=1.000$ and $\cot\alpha_2=0.477$, the sum to three decimals is 1.478, and $D=200\ \mu\text{m}/1.478=135.3\ \mu\text{m}$.

The dependence on tilt becomes visible if the cotangents are combined:

$$\cot\alpha_1+\cot\alpha_2=\frac{\sin(\alpha_1+\alpha_2)}{\sin\alpha_1\sin\alpha_2}
=\frac{\sin2\alpha_0}{\sin(\alpha_0-\delta)\sin(\alpha_0+\delta)} .$$

The denominator is $\sin^2\alpha_0\cos^2\delta-\cos^2\alpha_0\sin^2\delta=\sin^2\alpha_0-\sin^2\delta=\tfrac23-\sin^2\delta$. The numerator is $2\sin\alpha_0\cos\alpha_0=2\sqrt2/3$. Thus

$$D=W\,\frac{\tfrac23-\sin^2\delta}{2\sqrt2/3}=\frac{W}{\sqrt2}\left(1-\tfrac32\sin^2\delta\right).$$

Without tilt this is $W/\sqrt2$. At fixed opening, the tilt makes the groove shallower, here by the fraction $\tfrac32\sin^2 9.74^\circ=0.043$. The correction is even in $\delta$, as it must be, because reversing the tilt only exchanges the walls.

The mirror wall has horizontal width $135.4\ \mu\text{m}$ and slope length $D/\sin\alpha_1=191.4\ \mu\text{m}$. For the steep wall the values are $64.6\ \mu\text{m}$ and $150.0\ \mu\text{m}$. Seen from above, the mirror is therefore the wider of the two strips, by about a factor of two. This gives a simple way to recognise it under a microscope.

### (e) Finite etch rate of {111}

Assume that the floor stays flat and parallel to the wafer surface. Let it sink at the rate $R$, and let each {111} wall retreat along its own normal at the much smaller rate $r$. Every point of a plane facet moves by the same distance $rt$ in the same direction, so the facet stays parallel to itself and keeps its angle. What changes is its position. A normal displacement $rt$ shifts the wall horizontally by $rt/\sin\alpha$, measured along the wafer surface, so the wall moves in below the mask.

At time $t$ the floor lies at depth $Rt$. Its width is the opening, less the widths covered by the walls, plus the two horizontal shifts:

$$w(t)=W-Rt(\cot\alpha_1+\cot\alpha_2)+rt\left(\frac1{\sin\alpha_1}+\frac1{\sin\alpha_2}\right).$$

The floor disappears when $w=0$:

$$t_c=\frac{W}{R(\cot\alpha_1+\cot\alpha_2)-r\left(1/\sin\alpha_1+1/\sin\alpha_2\right)} .$$

This requires a positive denominator. If $r$ is too large compared with $R$, the walls retreat faster than the sinking floor narrows, and no V forms.

Take the rough values $R=1\ \mu\text{m/min}$ and $r=0.01\ \mu\text{m/min}$. From the slope lengths in (d), $1/\sin\alpha_1+1/\sin\alpha_2=(191.4+150.0)/135.3=2.52$. Then

$$t_c=\frac{200}{1.478-0.025}\ \text{min}=138\ \text{min}.$$

The wall planes have shifted horizontally by $1.95\ \mu\text{m}$ at the mirror wall and $1.53\ \mu\text{m}$ at the steep wall; the numerical output lists these shifts as undercut. Extended up to the mask, the two planes are $203.5\ \mu\text{m}$ apart, and the depth has grown to $203.5/1.478=137.7\ \mu\text{m}$, which is $2.4\ \mu\text{m}$ more than without undercut. Longer etching continues to widen and deepen the V slowly, at unchanged angles.

**Why other planes do not take over.** The calculation so far assumed that the walls are {111}. A more general rule supports this. Imagine a plane front of any orientation that touches the initial opening, with the whole opening on its etched side. It advances at the rate of its own orientation. A smaller hollow cannot overtake a larger one that contains it, so the groove must stay behind every such front. Slow fronts confine it most. We take the groove to fill all the space that these fronts allow.

This rule was evaluated numerically for a rate that is zero at {111}, rises linearly with the angle from the nearest {111} plane, and stays at $1\ \mu\text{m/min}$ beyond 30°. After 300 min the fitted walls stood at $45.00^\circ$ and $64.48^\circ$, and the depth agreed with part (d) within $0.1\ \mu\text{m}$. With the {111} rate raised to $0.01\ \mu\text{m/min}$, both walls kept their angles within $0.01^\circ$ shortly after closure. These results hold for a rate law with sharp minima at {111}. An etchant with another slow plane could leave different facets.

The numerical evaluation used only fronts that move downwards. The rule also admits fronts that move up and outwards below the mask. One of them is the plane $(\bar1\bar11)$ as an overhang, touching the mask edge on the mirror side. It advances by $rt$ and limits the undercut directly at the mask to $rt/\sin\alpha_2=1.53\ \mu\text{m}$ at closure, less than the $1.95\ \mu\text{m}$ shift of the mirror plane. The overhang meets the mirror at the depth $rt\,(1/\sin\alpha_1-1/\sin\alpha_2)/(\cot\alpha_1+\cot\alpha_2)\approx0.3\ \mu\text{m}$. By this rule the opening at the mask is about $203.1\ \mu\text{m}$. The closure time, the depth and the wall angles are not affected.

### The numbers beside a real groove

The chosen rates are rough values for hot potassium hydroxide solution; they vary with temperature and concentration. The floor of an off-cut wafer is not a (100) plane, so its rate and smoothness should be measured rather than taken from (100) data. As the floor sinks, the foot of the steep wall slides down along that wall. With $r$ neglected, its velocity has the component $R\sin\alpha_0/\sin\alpha_2\approx0.90R$ along the (100) normal, into the silicon. If the (100) rate is below this value, a (100) facet can grow from the foot of the steep wall. Part of the floor is then tilted, and the walls meet later than the $t_c$ of part (e), which assumes a parallel floor. The {111} wall angles are not changed by this. Uniform heating expands a cubic crystal equally in all directions and leaves the angles unchanged. The mirror angle depends directly on the off-cut, whose errors are treated in Variation 1. The groove size depends on the mask alignment. Suppose the mask is turned by $\varphi=0.5^\circ$ in the wafer plane and the groove is $L=2.0\ \text{mm}$ long. If etching continues until one straight pair of {111} walls encloses the whole slit, the opening becomes

$$W\cos\varphi+L\sin\varphi=(199.99+17.45)\ \mu\text{m}=217.4\ \mu\text{m}.$$

That is about 9% wider than drawn, far more than the undercut of a well-aligned groove. The geometry does not predict how smooth the mirror is or how much light it reflects.

## Variation 1: errors in the off-cut

**The tilt is too large by 0.5°.** Since $\alpha_1=\alpha_0-\delta$, the mirror angle falls by $0.50^\circ$, to $44.50^\circ$. The beam angle $\eta=2\alpha_1-90^\circ$ changes by twice as much, $-1.00^\circ$, so the beam leans away from the source. To hold the beam within a given angle of the normal, the off-cut must be held within half that angle, if other errors are absent.

**The tilt has the right size but its axis is turned by $\varepsilon=1^\circ$ about $[001]$.** The direction of tilt is then $\cos\varepsilon\,\mathbf u+\sin\varepsilon\,\mathbf a$ instead of $\mathbf u$, and

$$\mathbf m=\cos\delta\,\mathbf z+\sin\delta(\cos\varepsilon\,\mathbf u+\sin\varepsilon\,\mathbf a).$$

The mirror angle follows from

$$\cos\alpha_1'=\mathbf m\cdot\mathbf n_1=\frac{\cos\delta+\sqrt2\,\sin\delta\cos\varepsilon}{\sqrt3} .$$

For small $\varepsilon$ the change is of second order, because $\cos\varepsilon\approx1-\varepsilon^2/2$. It amounts to $0.0017^\circ$. The crystal axis $\mathbf a$, however, no longer lies in the surface. Its inclination $\beta$ obeys

$$\sin\beta=\mathbf m\cdot\mathbf a=\sin\delta\sin\varepsilon,$$

which is of first order and gives $\beta=0.169^\circ$. A beam sent along the surface at right angles to $\mathbf a$ stays at right angles to $\mathbf a$ after reflection. It therefore misses the wafer normal by about the same $0.17^\circ$, sideways along the groove, although the mirror angle has hardly changed. This miss depends on how the beam is aimed. If the beam is sent at right angles to the line in which the mirror cuts the surface, then $\mathbf m$, $\mathbf n_1$ and the beam lie in one plane. The sideways miss then vanishes, and the beam leaves at $2\alpha_1'-90^\circ=-0.005^\circ$. Where a single pair of {111} planes forms the groove over 2.0 mm, its bottom changes depth by $2000\ \mu\text{m}\times\tan0.169^\circ\approx6\ \mu\text{m}$ from end to end.

## Variation 2: the mask is turned by 90°

Keep the wafer, but turn the mask by 90° in its plane. The slit then runs along $\mathbf e$, which is inclined by $\delta$ to the crystal direction $[110]$. The {111} facets along its sides now belong to the planes that closed the ends before, $(\bar111)$ and $(1\bar11)$. Both normals have the component $1/\sqrt3$ along $\mathbf z$ and none along $\mathbf u$, since $-1+1=0$ and $1-1=0$. Hence, for both,

$$\mathbf m\cdot\mathbf n=\frac{\cos\delta}{\sqrt3},\qquad \alpha=55.32^\circ .$$

The tilt has raised both angles slightly from $54.74^\circ$ and has not separated them.

These planes no longer contain the direction of the slit, because $\mathbf n\cdot\mathbf e=-\sin\delta/\sqrt3$ is not zero. To find the line in which such a plane cuts the surface, write its direction as $\cos\chi\,\mathbf e+\sin\chi\,\mathbf a$ and require it to be perpendicular to $\mathbf n$. With $\mathbf n\cdot\mathbf a=\pm\sqrt{2/3}$ this gives $\tan\chi=\pm\sin\delta/\sqrt2$, so $\chi=\pm6.8^\circ$. The two lines turn away from the slit in opposite senses, and a single facet cannot follow a long straight mask edge.

Neither wall can be a 45° mirror. To turn an in-surface beam $\mathbf d$ into the wafer normal, the mirror normal must lie halfway between $-\mathbf d$ and $\mathbf m$. These two directions are perpendicular, so the mirror normal must make 45° with $\mathbf m$, whatever the direction of $\mathbf d$ in the surface. An angle of $55.32^\circ$ does not meet this condition. The 45° plane $(111)$ is still present, but it now only closes one end of the groove. The off-cut produces a long mirror wall when the groove runs along the axis of tilt, so a wafer order must state the direction of the tilt as well as its size.

The main values are listed in the numerical output below.

## Calculated quantities

```
off-cut angle: 9.74 deg
(111) to (100) angle, untilted wafer: 54.7356 deg
shallow wall (111), the mirror: 44.9956 deg
steep wall (-1 -1 1): 64.4756 deg
sum of the wall angles: 109.4712 deg
angle at groove bottom: 70.5288 deg
off-cut for exactly 45 deg: 9.7356 deg
beam from wafer normal, mirror wall: -0.0088 deg
beam from wafer normal, steep wall: 38.95 deg
beam from wafer normal, untilted wafer: 19.47 deg
planes closing the groove ends: 55.32 deg
mask opening: 200 um
groove depth, no undercut: 135.3 um
horizontal width of mirror wall: 135.4 um
horizontal width of steep wall: 64.6 um
slope length of mirror wall: 191.4 um
slope length of steep wall: 150.0 um
simulated mirror wall: 45.00 deg
simulated steep wall: 64.48 deg
simulated depth, no undercut: 135.4 um
rough floor etch rate: 1.00 um/min
rough (111) etch rate: 0.01 um/min
time until the walls meet: 138 min
undercut at mirror wall: 1.95 um
undercut at steep wall: 1.53 um
depth with undercut: 137.7 um
assumed off-cut error: 0.5 deg
mirror wall change from it: -0.50 deg
beam change from it: -1.00 deg
assumed tilt-axis direction error: 1.0 deg
mirror wall change from it: 0.0017 deg
slope of groove bottom from it: 0.169 deg
assumed mask rotation: 0.5 deg
groove length: 2.0 mm
opening after etching with turned mask: 217.4 um
```
